# Diffusive spreading resistance of a 10 nm contact on silicon

## Problem

A conducting probe touches a thick piece of silicon of resistivity \(\rho=0.1\) ohm cm. The contact is a flat disc of radius \(a=10\) nm. Current enters through the disc, spreads into the silicon and leaves through a distant electrode. What resistance does the spreading of the current contribute?

The diffusive model is defined by these assumptions:

- The silicon fills the half-space \(z>0\), with the same resistivity everywhere and in every direction.
- The current density obeys the local Ohm's law \(\mathbf j=-\nabla V/\rho\).
- The whole disc is at one potential \(V_0\), and the contact has no barrier of its own.
- No current crosses the surface outside the disc.
- The potential falls to zero far away.

The current \(I\) is positive when it flows into the silicon, and the resistance sought is \(R=V_0/I\). Whether the assumptions suit so small a contact is a separate question, taken up after the solution.

## First estimate by scaling

The problem contains one length, \(a\), and one material constant, \(\rho\). Resistivity has the unit of resistance times length, so

\[
R=c\,\frac{\rho}{a},
\]

where \(c\) is a pure number. The resistance varies as \(1/a\), not as \(1/a^2\). A wire of fixed length would give \(1/a^2\), but here the length over which the current is crowded is itself proportional to \(a\).

To estimate \(c\), replace the disc by a metal hemisphere of radius \(a\) sunk into the silicon. By symmetry the current is radial. At distance \(r\) it crosses an area \(2\pi r^2\), so a shell of thickness \(dr\) has resistance \(\rho\,dr/(2\pi r^2)\). The shells are in series:

\[
R_{\rm hemi}=\int_a^\infty\frac{\rho\,dr}{2\pi r^2}
=\frac{\rho}{2\pi}\left[-\frac1r\right]_a^\infty
=\frac{\rho}{2\pi a}.
\]

With \(a=10^{-6}\) cm this is 15.9 kiloohm. The disc should give a similar but larger value, because its current must also pass through the silicon that the metal hemisphere has replaced.

## Exact solution for the disc

### The equation and its boundary conditions

In steady flow no charge accumulates, so \(\nabla\cdot\mathbf j=0\). With Ohm's law and uniform \(\rho\) this becomes

\[
\nabla^2V=0 .
\]

The conditions are \(V=V_0\) on the disc, \(\partial V/\partial z=0\) on the rest of the surface, and \(V\) falling as \(1/r\) at large distance.

These conditions fix the potential. Suppose that two solutions exist, and let \(w\) be their difference. Then \(\nabla^2w=0\), and \(\nabla\cdot(w\nabla w)=|\nabla w|^2\). The divergence theorem gives

\[
\int|\nabla w|^2\,d^3r=\oint w\,\frac{\partial w}{\partial n}\,dA .
\]

On the disc \(w=0\), and on the free surface \(\partial w/\partial n=0\). On a large hemisphere of radius \(L\) the integrand falls as \(L^{-3}\) while the area grows as \(L^2\), so that part vanishes.

The rim of the disc needs care, because the gradient may grow there. We admit potentials that stay bounded and whose gradient grows no faster than \(\delta^{-1/2}\) at distance \(\delta\) from the rim. A narrow tube around the rim has an area proportional to \(\delta\), so its contribution falls as \(\delta^{1/2}\) and vanishes too. Hence \(\nabla w=0\) everywhere. Since \(w=0\) on the disc, the two solutions agree. It is therefore enough to find one potential that meets all the conditions.

### Building the potential from point sources

A point source on the surface that feeds a current \(I\) into the silicon produces radial flow through hemispheres. At distance \(s\) the current density is \(I/(2\pi s^2)\), and integrating the field \(\rho j\) from \(s\) to infinity gives

\[
V=\frac{\rho I}{2\pi s}.
\]

Laplace's equation is linear, so a current density \(j\) entering through the disc gives, at a point \(P\),

\[
V(P)=\frac{\rho}{2\pi}\int_{\rm disc}\frac{j\,dA}{s},
\]

with \(s\) the distance from the area element to \(P\). Each source drives current along the surface at other surface points, with no component normal to it. The insulating condition outside the disc is thus satisfied for any choice of \(j\). What remains is to choose \(j\) so that the disc has one potential.

Current crowds towards the rim, where it can escape sideways. Try

\[
j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},\qquad r<a .
\]

It diverges at the rim as an inverse square root, but its total is finite:

\[
\int_0^a j\,2\pi r\,dr
=\frac Ia\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}}
=\frac Ia\left[-\sqrt{a^2-r^2}\right]_0^a=I .
\]

The prefactor is therefore correct.

### The potential on the disc

Let \(P\) be any point inside the disc, and use plane polar coordinates \((s,\varphi)\) centred on \(P\). The area element is \(dA=s\,ds\,d\varphi\), so

\[
\frac{dA}{s}=ds\,d\varphi ,
\]

and the singularity at \(P\) has gone. Two opposite directions from \(P\) together form one chord of the disc. We can therefore integrate along whole chords and let \(\varphi\) run from \(0\) to \(\pi\).

Take one chord, of half-length \(h\), whose midpoint lies at distance \(d\) from the centre. Then \(h^2=a^2-d^2\). A point at distance \(u\) from the midpoint, measured along the chord, has \(r^2=d^2+u^2\). Hence

\[
a^2-r^2=a^2-d^2-u^2=h^2-u^2 ,
\]

and the integral along the chord is

\[
\int_{-h}^{h}\frac{du}{\sqrt{h^2-u^2}}
=\left[\arcsin\frac uh\right]_{-h}^{h}=\pi .
\]

The half-length has dropped out: every chord contributes \(\pi\), whatever its direction and wherever \(P\) lies. Integration over \(\varphi\) supplies another factor \(\pi\), so

\[
V(P)=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi^2=\frac{\rho I}{4a}.
\]

This does not depend on \(P\). The trial current meets the last condition, and by uniqueness it is the actual current. The spreading resistance is

\[
\boxed{R=\frac{V_0}{I}=\frac{\rho}{4a}}
\]

For the given contact,

\[
R=\frac{0.1\ \text{ohm cm}}{4\times10^{-6}\ \text{cm}}
=2.5\times10^4\ \text{ohm}=25\ \text{kiloohm}.
\]

A bias of 5 mV drives 0.2 uA through this resistance.

A numerical solution of Laplace's equation, which made no use of the trial current, gave 25.04 kiloohm, 0.15 percent above the formula. Its grid was refined at the rim and its outer walls, at zero potential, were \(10^4a\) away.

### Where the voltage drops

At depth \(z\) on the axis, the distance to a ring of radius \(r\) is \(\sqrt{r^2+z^2}\). Therefore

\[
V(z)=\frac{\rho}{2\pi}\int_0^a
\frac{j(r)\,2\pi r\,dr}{\sqrt{r^2+z^2}}
=\frac{\rho I}{2\pi a}\int_0^a
\frac{r\,dr}{\sqrt{a^2-r^2}\sqrt{r^2+z^2}} .
\]

Substitute \(u=\sqrt{a^2-r^2}\), so that \(r\,dr=-u\,du\) and \(r^2+z^2=a^2+z^2-u^2\). The minus sign reverses the limits:

\[
V(z)=\frac{\rho I}{2\pi a}\int_0^a
\frac{du}{\sqrt{a^2+z^2-u^2}}
=\frac{\rho I}{2\pi a}\arcsin\frac{a}{\sqrt{a^2+z^2}} .
\]

The angle whose sine is \(a/\sqrt{a^2+z^2}\) has tangent \(a/z\). Dividing by \(V_0=\rho I/(4a)\) gives

\[
\frac{V(z)}{V_0}=\frac2\pi\arctan\frac az .
\]

At \(z=a\) the arctangent is \(\pi/4\), so half the voltage drops within the first 10 nm. Ninety percent has dropped when \(\arctan(a/z)=\pi/20\), at a depth of 63 nm. The measurement is local, but it samples a region several times deeper than the contact radius. For depths between \(0.3a\) and \(10a\), the numerical solution agreed with this profile to within \(2\times10^{-4}V_0\).

## Comparison of the estimate and the solution

Both results have the form \(c\rho/a\). The estimate has \(c=1/(2\pi)\) and the disc has \(c=1/4\), so

\[
\frac{R}{R_{\rm hemi}}=\frac{1/4}{1/(2\pi)}=\frac\pi2 .
\]

The scaling was right, and the hemisphere gave 15.9 kiloohm in place of 25 kiloohm.

The direction of the difference follows from the dissipated power, \(I^2R=\int\rho j^2\,d^3r\). Discard the part with \(r<a\), which cannot be negative. Each remaining hemisphere carries the full current \(I\) through its area \(2\pi r^2\). The mean square of the current density on it is at least the square of the mean normal component, so \(\int j^2dA\ge I^2/(2\pi r^2)\). Thus

\[
I^2R\ \ge\ \rho I^2\int_a^\infty\frac{dr}{2\pi r^2}
=I^2R_{\rm hemi}.
\]

The hemisphere is a lower bound. It omits the dissipation at \(r<a\) and the cost of uneven flow farther out.

### A wafer of finite thickness

Suppose that the return electrode is a grounded plane at depth \(t\gg a\). Seen from far away the contact is a point source. Place image sources at \(z=2nt\), for all nonzero integers \(n\), with strengths \((-1)^nI\). Images \(n\) and \(-n\) are equal, which keeps the top surface insulating. Sources \(n\) and \(1-n\) are opposite and equally far from the plane \(z=t\), which keeps that plane at zero. At the contact the images add

\[
\Delta V=2\sum_{n=1}^{\infty}(-1)^n\frac{\rho I}{2\pi(2nt)}
=\frac{\rho I}{2\pi t}\sum_{n=1}^{\infty}\frac{(-1)^n}{n}
=-\frac{\rho I\ln2}{2\pi t}.
\]

For a wafer 500 um thick the resistance changes by \(-0.22\) ohm, which is negligible. At the much smaller thickness \(t=20a\), the numerical change was \(-0.005506\,\rho/a\), against \(-0.005516\,\rho/a\) from the formula.

## Is the diffusive model valid here?

### The mean free path

Local Ohm's law requires carriers to scatter many times while crossing the region where the field varies. Take boron-doped silicon at 300 K, with a rough typical hole mobility \(\mu=230\) cm2/Vs. The hole density is then \(p=1/(q\mu\rho)=2.7\times10^{17}\) cm\(^{-3}\), where \(q\) is the elementary charge.

Represent the valence bands by one isotropic band of mass \(m=0.4\) electron masses, a rough value. The density is 0.04 of the effective band density of this one-band model. The real valence bands hold about four times as many states, so in silicon the fraction is nearer 0.01. Either way Maxwell statistics serve. The mean speed is \(\bar v=\sqrt{8kT/(\pi m)}=1.7\times10^7\) cm/s, and the Einstein relation gives \(D=\mu kT/q=5.9\) cm2/s.

If the mean free path \(l\) does not depend on speed, the scattering time is \(l/v\). The diffusion coefficient is the average of \(v_z^2\,l/v=l\,v\cos^2\theta\). Over all directions \(\cos^2\theta\) averages to \(1/3\), so

\[
D=\frac{l\bar v}{3},\qquad l=\frac{3D}{\bar v}\approx10\ \text{nm}.
\]

The mean free path is about equal to the contact radius. The condition \(l\ll a\) fails.

### The ballistic limit

In the opposite limit, \(l\gg a\), carriers cross the opening without scattering. In an isotropic gas the one-way flux is

\[
p\bar v\int_0^1\cos\theta\,\frac{d(\cos\theta)}2=\frac{p\bar v}{4}.
\]

In equilibrium the fluxes in the two directions cancel. A voltage \(V\) multiplies the flux from the contact side by \(e^{qV/kT}\), so for \(qV\ll kT\)

\[
I=q\,\pi a^2\,\frac{p\bar v}{4}\left(e^{qV/kT}-1\right)
\approx\frac{q^2\pi a^2p\bar v}{4kT}\,V .
\]

Hence \(R_b=4kT/(q^2p\bar v\pi a^2)\). From \(\rho=1/(q\mu p)\) and \(\mu=qD/(kT)\) we have \(kT/(q^2p)=\rho D\). With \(D=l\bar v/3\),

\[
R_b=\frac{4\rho D}{\pi a^2\bar v}=\frac{4\rho l}{3\pi a^2},
\qquad
\frac{R_b}{\rho/(4a)}=\frac{16\,l}{3\pi a}.
\]

For this contact \(R_b=44\) kiloohm, more than the diffusive value. With mobility and resistivity held fixed, masses from 0.3 to 0.6 give 39 to 54 kiloohm. This estimate treats the holes as classical particles. Their thermal wavelength, about 7 nm, is not small against \(a\). A hard-walled circular opening of this radius passes only about 0.7 of the classical flux once its quantised modes are counted, so \(R_b\) is uncertain by tens of percent.

Adding the two resistances gives about 69 kiloohm. The sum has the correct leading behaviour for \(a\gg l\) and for \(a\ll l\), but between them it is an interpolation, not a derived result. At \(l\approx a\) it lies about 6 percent above the Boltzmann-equation value for the same classical model with specular reflection outside the disc, which is about 65 kiloohm. The ratio above falls to one tenth when \(a\) is about \(17l\). Contacts larger than this are the proper territory of \(\rho/(4a)\) used alone.

### A barrier at the contact

A metal on moderately doped silicon usually leaves a depleted layer. Take an illustrative built-in potential \(V_b=0.3\) V, and treat the depletion as a hemispherical shell from \(a\) to \(r_d\). With ionised dopant density \(p\) and permittivity \(\varepsilon=11.7\,\varepsilon_0\), Gauss's law gives a field of magnitude \(qp(r_d^3-r^3)/(3\varepsilon r^2)\). Integrating it from \(r\) to \(r_d\) gives the barrier for holes, in volts:

\[
\phi(r)=\frac{qp}{3\varepsilon}
\left(\frac{r_d^3}{r}-\frac32r_d^2+\frac{r^2}{2}\right).
\]

Setting \(\phi(a)=V_b\) gives a layer 24 nm thick.

If holes must pass over the barrier, their density at its top is reduced by \(e^{-qV_b/kT}\), and the ballistic resistance rises to 4.9 gigaohm. This keeps the disc area \(\pi a^2\); the area \(2\pi a^2\) of the hemisphere used for the barrier would halve this figure and the one below. Some holes tunnel instead. For a hole of energy \(qE\), the WKB transmission below the barrier top is \(e^{-S}\), with

\[
S(E)=\frac2\hbar\int_{\phi>E}\sqrt{2mq\,[\phi(r)-E]}\;dr .
\]

Averaged over the thermal distribution for radial motion, tunnelling raises the current by a factor of about 12. The barrier resistance is then about 0.4 gigaohm. This figure is probably too high, because two effects are left out. The image force lowers the top of so steep a barrier by a few \(kT/q\), and light holes tunnel more easily than the single mass of 0.4 allows. The resistance would still be far above 25 kiloohm, so with a barrier like this one, the lack of an ohmic contact matters far more than the ballistic correction.

## The real measurement

The example resembles scanning spreading resistance microscopy, in which a hard conducting tip, often of doped diamond, is pressed strongly onto silicon to obtain a nearly ohmic contact. For the 10 nm radius used here, the assumption of many collisions fails even for a good contact, and adding the ballistic resistance moves the estimate from 25 to about 69 kiloohm. Reading that larger resistance through \(\rho=4aR\) would, on this interpolated estimate, overstate the resistivity by a factor of about 2.8, or 2.5 to 3.2 over the range of masses above. A remaining barrier like the one above would move the result by orders of magnitude. Calibration on samples of known doping is therefore safer than inserting a nominal radius into the formula. Changes of the silicon under the tip pressure are not included here.

The continuous medium is also an idealisation. A hemisphere of radius \(a\) contains on average 0.6 ionised dopants, and one reaching to the 90 percent depth contains about 140. The silicon nearest the contact therefore differs from place to place, and the smooth depletion layer is an average picture.

Other corrections are smaller at 5 mV:

- **Tip.** A tip resistivity of 0.01 ohm cm, a rough value, gives 2.5 kiloohm if the tip is treated as a half-space. A tapered tip has less room for the current and adds more.
- **Field.** Differentiating the axial profile gives \(2V_0/(\pi a)=0.0032\) MV/cm at the disc centre. Ohm's law then implies a drift speed of 4 percent of the thermal speed. The field is higher near the rim.
- **Heating.** Heat spreads by the same equation as current. If all the power, 1 nW, entered at the contact, the rise would be \(P/(4\kappa a)=0.19\) mK for \(\kappa=130\) W/mK. Fourier's law underestimates heating at this size, but a rise a thousand times larger would still be only 0.2 K.

The values used here are listed in the numerical output.

## Numbers as computed

```
Contact radius: 10 nm
Silicon resistivity: 0.1 ohm cm
Temperature: 300 K
Bias: 5 mV
Diffusive disc resistance: 25 kiloohm
Same resistance: 25000 ohm
Laplace-solver resistance: 25.037 kiloohm
Solver error: 0.14782 percent
Largest axial-profile error / V0: 0.00018797
Largest disc-potential error / V0: 4.885e-15
Back-plane test depth / a: 20
Back-plane shift, solver * a/rho: -0.0055063
Back-plane shift, formula * a/rho: -0.0055159
Hemispherical-contact resistance: 15.915 kiloohm
Depth for 90 percent voltage drop: 63.138 nm
Current: 0.2 uA
Hole mobility: 230 cm2/Vs
Hole density: 2.7137e+17 cm^-3
Hole mass / electron mass: 0.4
Mean thermal speed: 1.7014e+07 cm/s
Diffusion coefficient: 5.946 cm2/s
Mean free path: 10.484 nm
Mean free path / radius: 1.0484
Ballistic resistance: 44.497 kiloohm
Ballistic resistance, mass 0.3: 38.536 kiloohm
Ballistic resistance, mass 0.6: 54.498 kiloohm
Diffusive plus ballistic estimate: 69.497 kiloohm
Relative permittivity: 11.7
Built-in potential: 0.3 V
Hemispherical depletion thickness: 23.577 nm
Thermionic barrier resistance: 4.8765 gigaohm
Tunnelling enhancement factor: 11.941
Barrier resistance with tunnelling: 0.4084 gigaohm
Mean dopants in hemisphere of contact radius: 0.56836
Mean dopants in 90-percent-depth hemisphere: 143.05
Hole density / effective band density: 0.042746
Field at disc centre: 0.0031831 MV/cm
Drift speed / thermal speed at centre: 0.043031
Thermal conductivity: 130 W/mK
Dissipated power: 1 nW
Fourier heating estimate: 0.19231 mK
Wafer thickness: 500 um
Wafer back-plane correction: -0.22064 ohm
Tip resistivity: 0.01 ohm cm
Tip half-space resistance estimate: 2.5 kiloohm
```
